\section*{Two-centre localised resolution of identity and Dunlap's robust correction, part 1}

(Sections cited here and not found follow in the second part.)

\section{The failure}

A global Coulomb fit expands every orbital product $\phi_i\phi_j$ in the auxiliary functions of all atoms. Its coefficients need three-centre integrals and form a dense matrix, but the error of a repulsion integral is a product of two residuals. Fitting each product on its own two atoms needs two-centre integrals and gives sparse coefficients, which suits numerical atomic orbitals, and the second-order error is lost. In the four-Gaussian model below the residual has squared Coulomb norm $1.6\times10^{-3}\,E_h$, so no product of two residuals can exceed that number, yet the locally fitted integral is wrong by $8.1\times10^{-3}\,E_h$. For water at fixed Hartree--Fock orbitals the exchange energy is off by $14.6$ meV with the local fit and by $1.4$ meV with the global fit in the same auxiliary basis, both relative to the unfitted value (cc-pVDZ orbitals with cc-pVDZ-JKFIT; both numbers and their ratio depend strongly on the auxiliary basis).

\section{Conventions}

In Gaussian units the Coulomb product of two real functions is
\begin{equation}
(f|g)=e^2\!\iint\!\frac{f(\mathbf r)g(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'
=\frac{e^2}{2\pi^2}\int\!\frac{d^3k}{k^2}\,\hat f^{*}(\mathbf k)\hat g(\mathbf k),
\label{metric}
\end{equation}
because the Fourier transform of $1/r$ is $4\pi/k^2$ and $4\pi/(2\pi)^3=1/2\pi^2$. The weight $1/k^2$ is positive, so $\|f\|^2=(f|f)>0$ for $f\neq0$: this is a scalar product, with the Cauchy--Schwarz inequality and orthogonal projectors. No kinetic energy enters, so $\hbar$ and $m$ appear through the units alone, $a_0=\hbar^2/me^2$ and $E_h=e^2/a_0$.

\section{One product of two s Gaussians}

Take normalised s Gaussians of exponent $\alpha$ at $A,B=\mp\tfrac d2\hat{\mathbf z}$. Since $|\mathbf r-A|^2+|\mathbf r-B|^2=2r^2+d^2/2$,
\begin{equation}
\rho=\phi_A\phi_B=S\,g,\qquad S=e^{-\alpha d^2/2},\qquad g=(2\alpha/\pi)^{3/2}e^{-2\alpha r^2},
\end{equation}
a charge $S$ in a unit Gaussian at the midpoint, where no atom sits. The auxiliary functions are copies $g_A,g_B$ of $g$ on the atoms. Each has transform $e^{-k^2/8\alpha}$ times a phase, so for two copies a distance $r$ apart the angular integral in \eqref{metric} gives
\begin{equation}
F(r)=\frac{2e^2}{\pi}\int_0^\infty\!dk\,e^{-k^2/4\mu^2}\frac{\sin kr}{kr}=e^2\,\frac{\operatorname{erf}\mu r}{r},\qquad \mu^2=\alpha .
\end{equation}
The last step follows from $(rF)'=(2e^2/\pi)\int_0^\infty e^{-k^2/4\mu^2}\cos kr\,dk=(2\mu e^2/\sqrt\pi)e^{-\mu^2r^2}$ with $rF=0$ at $r=0$. Integrating the exponential series term by term and dividing by $r$,
\begin{equation}
F(r)=F_0\Big(1-\frac{\mu^2r^2}{3}+\frac{\mu^4r^4}{10}-\dots\Big),\qquad F_0=\frac{2\mu e^2}{\sqrt\pi}.
\label{series}
\end{equation}

The fit $\tilde\rho=c_Ag_A+c_Bg_B$ minimises $\|\rho-\tilde\rho\|^2$. Reflection $z\to-z$ leaves $\rho$ unchanged and the minimum is unique for $d>0$, so $c_A=c_B=c$, and
\begin{equation}
\|\rho-\tilde\rho\|^2=S^2F_0-4cSF(d/2)+2c^2[F_0+F(d)].
\end{equation}
Setting the derivative with respect to $c$ to zero and substituting back gives, for the residual $\delta=\rho-\tilde\rho$ and its charge $q_\delta=\int\delta\,d^3r$,
\begin{equation}
c=\frac{SF(d/2)}{F_0+F(d)},\qquad
\|\delta\|^2=S^2\Big[F_0-\frac{2F(d/2)^2}{F_0+F(d)}\Big],\qquad q_\delta=S-2c .
\label{model}
\end{equation}

The small parameter is $x=\mu^2d^2$. From \eqref{series}, $f\equiv F(d/2)/F_0=1-x/12+x^2/160$ and $h\equiv[F_0+F(d)]/2F_0=1-x/6+x^2/20$, up to $O(x^3)$. Then $2c=Sf/h=S[1+x/12+O(x^2)]$. For the norm, $\|\delta\|^2=S^2F_0(h-f^2)/h$ with $f^2=1-x/6+x^2(1/144+1/80)$; the terms in $x$ cancel and $1/20-1/144-1/80=(36-5-9)/720$. To leading order
\begin{equation}
q_\delta\simeq-\frac{Sx}{12},\qquad \|\delta\|^2\simeq\frac{11}{360}S^2F_0x^2 .
\end{equation}
In the limit $d\to0$ the product sits on the auxiliary centre and the residual vanishes, with $\|\delta\|\propto d^2$. For small $d>0$ the residual is charged, because the minimisation contains no charge condition. Let $g_a$ be $g$ shifted by $a\hat{\mathbf z}$. Taylor expansion gives $g_A+g_B=2[1+\tfrac{d^2}{8}\partial_a^2+O(d^4)]g_a$ at $a=0$, hence
\begin{equation}
\delta\simeq-S\,\hat D_a\,g_a\big|_{a=0},\qquad \hat D_a=\frac{x}{12}+\frac{d^2}{8}\partial_a^2 .
\label{shape}
\end{equation}

With $\alpha=1\,a_0^{-2}$ and $d=0.5\,a_0$: $F_0=1.128379$, $F(d/2)=1.105306$, $F(d)=1.041000\,E_h$ and $S=0.882497$. Then $c=0.882497\times1.105306/2.169379=0.449635$, $q_\delta=0.882497-0.899270=-0.016773$, and $\|\delta\|^2=1.6087\times10^{-3}\,E_h$. The leading form $-Sx/12=-0.0184$ is $10\%$ too large in size at $x=0.25$.

\section{Two such products}

Place an identical pair, marked by primes, parallel to the first and displaced by $R$ perpendicular to $z$, and fit it on its own two centres. The fitted integral is $(\tilde\rho|\tilde\rho')$. Inserting $\rho=\tilde\rho+\delta$ on both sides of $(\rho|\rho')$,
\begin{equation}
(\rho|\rho')-(\tilde\rho|\tilde\rho')=(\delta|\tilde\rho')+(\tilde\rho|\delta')+(\delta|\delta').
\label{split}
\end{equation}
The two linear terms are equal here because the translation combined with a reflection exchanges the pairs. Define $\Phi(z)=F(\sqrt{R^2+z^2})$, so that $(g_a|g'_b)=\Phi(a-b)$ and $\partial_a^2$, $\partial_b^2$ both act as $\partial_z^2$. With $\tilde\rho'=Sg'+O(d^2)$ and \eqref{shape},
\begin{align}
(\delta|\tilde\rho')&\simeq-S^2\hat D_a\Phi=-S^2d^2\Big[\frac{\mu^2F}{12}+\frac{F_{zz}}{8}\Big],\label{lin}\\
(\delta|\delta')&\simeq S^2\hat D_a\hat D_b\Phi=S^2d^4\Big[\frac{\mu^4F}{144}+\frac{\mu^2F_{zz}}{48}+\frac{F_{zzzz}}{64}\Big],\label{quad}
\end{align}
where $F=\Phi(0)$, $F_{zz}=\Phi''(0)$, $F_{zzzz}=\Phi''''(0)$, the cross term is $2\cdot\frac1{12}\cdot\frac18=\frac1{48}$, and the relative corrections are $O(x)$.

\emph{Limit $R\to0$.} Now $\Phi(z)=F(|z|)$, and \eqref{series} gives $F_{zz}=-\tfrac23\mu^2F_0$, $F_{zzzz}=\tfrac{24}{10}\mu^4F_0$. The bracket in \eqref{lin} becomes $\mu^2F_0(\frac1{12}-\frac1{12})=0$: when the pairs share their atoms the linear term disappears. The bracket in \eqref{quad} becomes $\mu^4F_0(\frac1{144}-\frac1{72}+\frac3{80})=\mu^4F_0\,\frac{5-10+27}{720}=\frac{11}{360}\mu^4F_0$, which is $\|\delta\|^2$ again.

\emph{Limit $\mu R\gg1$.} Here $F\to e^2/R$, $\Phi\to e^2(R^2+z^2)^{-1/2}$ and $F_{zz}\to-e^2/R^3$. The residual charge is negative at small $d$ and changes sign at $\mu d\approx2.28$. At any other fixed $d$ the monopoles dominate as $R\to\infty$, although $R\gg d$ is not enough when $d$ is close to that zero:
\begin{equation}
(\delta|\tilde\rho')\to\frac{e^2q_\delta(S-q_\delta)}{R},\qquad(\delta|\delta')\to\frac{e^2q_\delta^2}{R}.
\end{equation}
For small $d$ the relative corrections are $(F_{zz}/8)/(\mu^2F/12)=-3/(2\mu^2R^2)$ and $(\mu^2F_{zz}/48)/(\mu^4F/144)=-3/(\mu^2R^2)$, that is $-0.9\times10^{-3}$ and $-1.9\times10^{-3}$ at $R=40\,a_0$. Gaussian integrals at $d=0.5\,a_0$ give $-3.7669\times10^{-4}\,E_h$ against the monopole value $-0.016773\times0.899270/40=-3.7709\times10^{-4}\,E_h$, and $7.0188\times10^{-6}\,E_h$ against $e^2q_\delta^2/R=7.0335\times10^{-6}\,E_h$; the deviations, $-1.1\times10^{-3}$ and $-2.1\times10^{-3}$, have the sign and size of the small-$d$ estimate. For $q_\delta\neq0$ the error falls as $1/R$, like the integral $e^2S^2/R$ itself, so the relative error does not vanish with distance: it tends to $[S^2-(S-q_\delta)^2]/S^2\approx2q_\delta/S$, which is $-3.8\%$ at $d=0.5\,a_0$. The approach to this limit depends on $d$. At $d=0.5\,a_0$ the relative error grows in size from $3.1\%$ at $R=3\,a_0$; at $d=2.4\,a_0$, where $q_\delta$ is small, it falls from $14\%$ at $R=3\,a_0$ to $3.5\%$.

\emph{Scaling at $R=3\,a_0$.} The derivatives are $F=0.333326\,E_h$, $F_{zz}=-0.037021\,E_h/a_0^2$, $F_{zzzz}=0.036928\,E_h/a_0^4$. The linear coefficient is $-(0.027777-0.004628)=-0.02315\,E_h/a_0^2$ and the quadratic one $0.002315-0.000771+0.000577=0.00212\,E_h/a_0^4$. Since $\|\delta\|\propto d^2$, the error \eqref{split} goes as $\|\delta\|$ and its last term as $\|\delta\|^2$. Between $d=0.1$ and $0.05\,a_0$ the squared norm falls from $3.4079\times10^{-6}$ to $2.1486\times10^{-7}\,E_h$, so $\ln\|\delta\|$ changes by $\tfrac12\ln15.86=1.382$. The full error falls from $-4.5657\times10^{-4}$ to $-1.1534\times10^{-4}\,E_h$, a slope $\ln3.958/1.382=0.996$; the term $(\delta|\delta')$ falls from $2.0856\times10^{-7}$ to $1.3198\times10^{-8}\,E_h$, a slope $\ln15.80/1.382=1.997$. At $d=0.05\,a_0$ the four leading formulas agree with the integrals to $0.2\%$ or better, and for $q_\delta$, \eqref{lin} and \eqref{quad} the deviation shrinks about fourfold when $d$ is halved, as an $O(x)$ correction must.

At $d=0.5\,a_0$ the integral is $0.259595\,E_h$ and the error is $2(-4.1080\times10^{-3})+8.74\times10^{-5}=-8.1286\times10^{-3}\,E_h=-0.221$ eV, or $3.1\%$ of the integral. The quadratic term alone is $2.4$ meV, or $0.034\%$.

\section{The general two-centre fit}

Let $\phi_i$ be a real orbital on atom $I$, $\phi_j$ one on atom $J$, of any radial form with finite Coulomb norms, and $\rho_{ij}=\phi_i\phi_j$. The auxiliary functions $P$ are atom-centred and linearly independent, so $V_{PQ}=(P|Q)$ and its diagonal blocks are positive definite. Let $\mathcal A_{IJ}$ be the span of the $P$ on $I$ and $J$ (on $I$ alone if $I=J$), and $V^{IJ}$ the block of $V$ on those functions. For $\tilde\rho_{ij}=\sum_{P\in IJ}c_PP$,
\begin{equation}
\|\rho_{ij}-\tilde\rho_{ij}\|^2=(ij|ij)-2\sum_{P\in IJ}c_P(P|ij)+\sum_{P,Q\in IJ}c_PV_{PQ}c_Q .
\end{equation}
The gradient with respect to $c_P$ is $-2(P|ij)+2\sum_QV_{PQ}c_Q=-2(P|\delta_{ij})$, and the Hessian $2V^{IJ}$ is positive, so the unique minimum is
\begin{equation}
C_{P,ij}=\sum_{Q\in IJ}[(V^{IJ})^{-1}]_{PQ}(Q|ij),\qquad (\delta_{ij}|P)=0\ \text{ for }P\in\mathcal A_{IJ},
\label{normal}
\end{equation}
with $C_{P,ij}=0$ for $P$ on other atoms. Thus $\tilde\rho_{ij}=\Pi_{IJ}\rho_{ij}$ with $\Pi_{IJ}$ the Coulomb-orthogonal projector on $\mathcal A_{IJ}$. Every integral in \eqref{normal} involves at most the centres $I$ and $J$. Any other local fit differs from this one by some $u\in\mathcal A_{IJ}$ and has squared residual $\|\delta_{ij}-u\|^2=\|\delta_{ij}\|^2+\|u\|^2$, since $(\delta_{ij}|u)=0$; an overlap-metric fit therefore cannot do better in this norm.

Collect the integrals in matrices over pairs, $G=(ij|kl)$ and $B=(P|ij)$. The non-robust approximation is $G_{\rm nr}=(\tilde\rho_{ij}|\tilde\rho_{kl})=C^TVC$, with sparse $C$ and the full $V$. The expansion \eqref{split} used bilinearity alone, so
\begin{equation}
G-G_{\rm nr}=L+L^T+Q,\qquad L_{ij,kl}=(\delta_{ij}|\tilde\rho_{kl}),\qquad Q_{ij,kl}=(\delta_{ij}|\delta_{kl}).
\label{nr}
\end{equation}
Writing $\delta_{ij}=\rho_{ij}-\tilde\rho_{ij}$ in $L$ gives $L=B^TC-C^TVC$.

\emph{Limit of one region.} If the fitting set is the whole auxiliary span, with projector $\Pi$, then $C_g=V^{-1}B$, the residual $\delta^g$ is orthogonal to every $P$, and each fitted product is a sum of such $P$. So $L=0$, $G_g=C_g^TVC_g=B^TV^{-1}B$ and $G-G_g=(\delta^g|\delta^{g\prime})$. The second-order error of the global fit comes from bra and ket sharing one space.

\emph{Selection rule.} In the local fit $\tilde\rho_{kl}$ lies in $\mathcal A_{KL}$ while $\delta_{ij}$ is orthogonal to $\mathcal A_{IJ}$. Removing the part of $\tilde\rho_{kl}$ that $\delta_{ij}$ cannot see,
\begin{equation}
L_{ij,kl}=(\delta_{ij}|(1-\Pi_{IJ})\tilde\rho_{kl}),\qquad
|L_{ij,kl}|\le\|\delta_{ij}\|\;\|(1-\Pi_{IJ})\tilde\rho_{kl}\| .
\label{bound}
\end{equation}
If $\{K,L\}\subseteq\{I,J\}$ then $\mathcal A_{KL}\subseteq\mathcal A_{IJ}$ and $L_{ij,kl}=0$. Both linear terms vanish when the two atom sets coincide, which includes every diagonal element and reproduces the $R\to0$ limit of the model. Otherwise the fit does not force them to vanish, although spatial symmetry can do so for individual elements. This covers a diatomic molecule too: a one-centre product on $I$ is fitted on $I$ alone, so its residual need not be orthogonal to the $J$ part of a fitted $IJ$ product.

Equation \eqref{bound} fixes the sense of ``linear''. The second factor measures how badly the functions on $I,J$ describe a density fitted at least partly on other atoms, and no equation of the fit makes it small. The error is of first order when the residual shrinks while this factor and the cosine of the Coulomb angle between $\delta_{ij}$ and $(1-\Pi_{IJ})\tilde\rho_{kl}$ both stay away from zero, as in the model at fixed $R>0$. If the functions on $I,J$ are extended until they also describe $\tilde\rho_{kl}$, both factors fall and the bound falls faster than $\|\delta_{ij}\|$.

The local two-centre fit leaves integral errors linear in the residuals; both linear terms vanish when the two atom sets coincide, but the fit does not force this otherwise. It remains to correct these terms, to see what the correction costs, and to test the exchange and Coulomb energies on water.

All numerical values are calculated from the stated model.
